\section*{Non-analytic exciton dispersion from long-range exchange in three, two and one dimensions, part 2}

Exchange couples distant cells by a power law, so a singlet exciton band $E(\mathbf Q)$ of an insulator can be non-analytic at $\mathbf Q=0$. We use Hartree atomic units, vacuum, an instantaneous Coulomb interaction, no spin-orbit coupling and, so far, the Tamm-Dancoff approximation on electron-hole pairs $p$. Exchange has spin factor 2 for singlets and 0 for triplets; the screened attraction $-W$ is short-ranged in this sense.

A singlet $\lambda$ has transition density $n_\lambda$ (spin factor $\sqrt2$ included), $\rho_\lambda(\mathbf q)=\int d^3r\,n_\lambda e^{-i\mathbf q\cdot\mathbf r}$, dipole $\boldsymbol\mu=\int n\,\mathbf r=\sqrt2\,\mathbf d$ (zero if dark) and $\mathsf q_{ij}=\int n\,r_ir_j$. For $N$ cells, Bloch amplitudes $A_{\mathbf k}$ and $H_{\mathbf k}u_{v,c}=\varepsilon_{v,c}u_{v,c}$,
\begin{equation}
-i\mathbf d=\frac1{\sqrt N}\sum_{\mathbf k}A_{\mathbf k}\frac{\langle u_v|\nabla H_{\mathbf k}|u_c\rangle}{\varepsilon_c-\varepsilon_v}.
\label{bloch}
\end{equation}
With $D$ periodic dimensions, cell measure $\Omega_D$, reciprocal vectors $\mathbf G$ and non-periodic $\mathbf q_\perp$, the exchange $J$ between cells $\mathbf R$ apart sums to
\begin{equation}
\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}J_{\lambda\lambda'}=\frac1{\Omega_D}\sum_{\mathbf G}\int\!\frac{d^{3-D}q_\perp}{(2\pi)^{3-D}}\frac{4\pi\,\rho^*_\lambda\rho_{\lambda'}(\mathbf Q+\mathbf G,\mathbf q_\perp)}{|\mathbf Q+\mathbf G|^2+q_\perp^2}.
\label{master}
\end{equation}
The non-analytic part $M^{\rm na}$ sits in $\mathbf G=0$. The analytic rest is $H_{\rm sr}$; $\lambda$ labels eigenstates of $H_{\rm sr}(0)$, energies $E_\lambda$, and $h=H_{\rm sr}(\mathbf Q)-H_{\rm sr}(0)$.

Bulk: $M^{\rm na}_{\lambda\lambda'}=\frac{4\pi}{\Omega_3Q^2}\rho^*_\lambda\rho_{\lambda'}\to g\,a^*_\lambda a_{\lambda'}$, with $g=4\pi/\Omega_3$, $a_\lambda=\hat{\mathbf Q}\cdot\boldsymbol\mu_\lambda$. This rank-one matrix gives shifted energies $\omega$ and, for a state $B$, a jump $\Delta$ with background $\epsilon_b$:
\begin{equation}
1+g\sum_\lambda\frac{|a_\lambda|^2}{E_\lambda-\omega}=0 .
\label{root}
\end{equation}
\begin{equation}
\Delta=\omega-E_B=\frac{4\pi|\hat{\mathbf Q}\cdot\boldsymbol\mu_B|^2}{\Omega_3\,\epsilon_b},\qquad\epsilon_b=1+g\sum_{\lambda\neq B}\frac{|a_\lambda|^2}{E_\lambda-\omega},
\label{jump}
\end{equation}

Layer (cell area $A$, normal $z$):
\begin{align}
M^{\rm na}_{\lambda\lambda'}&=\frac{2\pi}{AQ}\left(C^*_\lambda C_{\lambda'}-S^*_\lambda S_{\lambda'}\right),\label{cs}\\
C&=\int n\,e^{-i\mathbf Q\cdot\mathbf r}\cosh Qz=-i\mathbf Q\cdot\boldsymbol\mu+O(Q^2),\nonumber\\
S&=\int n\,e^{-i\mathbf Q\cdot\mathbf r}\sinh Qz=Q\mu_z+O(Q^2).\nonumber
\end{align}
\begin{equation}
\delta E_{2D}=\frac{2\pi}{A}\,Q\left(|\hat{\mathbf Q}\cdot\boldsymbol\mu|^2-|\mu_z|^2\right)+O(Q^2).
\label{two}
\end{equation}
If all dipoles are in-plane, Eq.~(\ref{root}) holds at leading order with $g=2\pi Q/A$ and background $1+O(Q)$.

Chain (axis $x$, period $a$, transverse position $\mathbf s$ with components 1, 2, $\hat{\mathbf n}_\alpha=(\cos\alpha,\sin\alpha)$):
\begin{align}
M^{\rm na}_{\lambda\lambda'}&=-\frac2a\ln(Qa)\int\frac{d\alpha}{2\pi}F^*_\lambda(\alpha)F_{\lambda'}(\alpha+\pi),\label{F}\\
F(\alpha)&=\int n\,e^{-iQx+Q\hat{\mathbf n}_\alpha\cdot\mathbf s}=Q(-i\mu_\parallel+\hat{\mathbf n}_\alpha\cdot\boldsymbol\mu_\perp)+O(Q^2).\nonumber
\end{align}
\begin{equation}
\delta E_{1D}=-\frac2a\,Q^2\ln(Qa)\left(|\mu_\parallel|^2-\tfrac12|\boldsymbol\mu_\perp|^2\right)
\label{one}
\end{equation}
Below, $\theta$ is the angle between $\mathbf Q$ and the dipole or quadrupole axis.

Q: Does this survive without the Tamm-Dancoff approximation?

A: Take real orbitals and the resonant and coupling blocks $\mathcal A,\mathcal B$, with $(\mathcal A+\mathcal B)(X+Y)=\omega(X-Y)$ and $(\mathcal A-\mathcal B)(X-Y)=\omega(X+Y)$. With $\mathcal S=(\mathcal A-\mathcal B)^{1/2}$, which needs $\mathcal A-\mathcal B$ positive, and $X+Y=\mathcal SZ/\sqrt\omega$, they combine to $\mathcal S(\mathcal A+\mathcal B)\mathcal SZ=\omega^2Z$; a unit vector $Z$ gives $(X+Y)\cdot(X-Y)=1$. Because $\langle c|e^{-i\mathbf q\cdot\mathbf r}|v\rangle=\langle v|e^{-i\mathbf q\cdot\mathbf r}|c\rangle$, the head $K=g\,\mathbf a\mathbf a^T$, with $a_p=\sqrt2\,\hat{\mathbf Q}\cdot\mathbf d_p$, adds to both blocks. Then $\mathcal S$ is unchanged and $\mathcal A+\mathcal B$ gains $2K$. In the basis $Z_\lambda$ with energies $\omega_\lambda$ the added matrix is $2g\,b_\lambda b_{\lambda'}$, where $b_\lambda=\mathbf a\cdot\mathcal SZ_\lambda=\sqrt{\omega_\lambda}\,\hat{\mathbf Q}\cdot\boldsymbol\mu_\lambda$ and $\boldsymbol\mu_\lambda$ is built from $X+Y$. The rank-one argument, now for $\omega^2$, gives
\begin{equation}
1+g\sum_\lambda\frac{2\omega_\lambda(\hat{\mathbf Q}\cdot\boldsymbol\mu_\lambda)^2}{\omega_\lambda^2-\omega^2}=0 .
\label{full}
\end{equation}
For $g\to0$, $2\omega_\lambda\delta\omega=2g\,b_\lambda^2$, so $\delta\omega=g(\hat{\mathbf Q}\cdot\boldsymbol\mu_\lambda)^2$: this covers in-plane dipoles in a layer. The leading heads of Eqs.~(\ref{cs}) and (\ref{F}) are real symmetric sums of such rank-one terms with signs, and to first order any such $K$ gives $2\omega_\lambda\delta\omega=2Z_\lambda\cdot\mathcal SK\mathcal SZ_\lambda=2\omega_\lambda(X+Y)\cdot K(X+Y)$, so the low-dimensional laws keep their form with the full dipole.

Q: So dark singlets are analytic?

A: Not in general. They lose the leading term, and in general a non-analytic term appears two orders higher. Consider first the diagonal elements of $M^{\rm na}$. Put $\boldsymbol\mu=0$, take $n$ real, and let $\mathsf q_{QQ}=\hat Q_i\hat Q_j\mathsf q_{ij}$. In bulk $\rho=-\tfrac12Q^2\mathsf q_{QQ}$ and the diagonal element is $(\pi/\Omega_3)\mathsf q_{QQ}^2Q^2$, of fourth degree in $\hat{\mathbf Q}$ and in general not a quadratic form. In a layer, for a state even in $z$, $S=0$ and $C=\tfrac12Q^2(\mathsf q_{zz}-\mathsf q_{QQ})$, so Eq.~(\ref{cs}) gives $(\pi/2A)(\mathsf q_{zz}-\mathsf q_{QQ})^2Q^3$; for a state odd in $z$, $C=0$ and $S=-iQ^2\mathsf q_{Qz}$ with $\mathsf q_{Qz}=\hat Q_i\mathsf q_{iz}$, which gives $-(2\pi/A)\mathsf q_{Qz}^2Q^3$. In a chain $F(\alpha)=\tfrac12Q^2(\beta-2i\,\hat{\mathbf n}\cdot\mathbf t)$ with $\mathbf t=(\mathsf q_{x1},\mathsf q_{x2})$ and
\begin{equation}
\beta=\tfrac12(\mathsf q_{11}+\mathsf q_{22})-\mathsf q_{xx}+\tfrac12(\mathsf q_{11}-\mathsf q_{22})\cos2\alpha+\mathsf q_{12}\sin2\alpha .
\end{equation}
Both $F^*(\alpha)$ and $F(\alpha+\pi)$ equal $\tfrac12Q^2(\beta+2i\,\hat{\mathbf n}\cdot\mathbf t)$. The cross term is odd in $\hat{\mathbf n}$, so the average is $\tfrac14Q^4[\langle\beta^2\rangle-2t^2]$, and with $\langle\cos^22\alpha\rangle=\langle\sin^22\alpha\rangle=\tfrac12$,
\begin{equation}
M^{\rm na}=-\frac2aQ^4\ln(Qa)\left[\left(\frac{\mathsf q_{xx}}2-\frac{\mathsf q_{11}+\mathsf q_{22}}4\right)^2-\frac{t^2}2+\frac{(\mathsf q_{11}-\mathsf q_{22})^2+4\mathsf q_{12}^2}{32}\right].
\label{dark1}
\end{equation}
These are diagonal elements. For an isotropic $\mathsf q_{ij}$ they vanish in the layer and the chain and are analytic in bulk, but the eigenvalue need not be analytic. An analytic $O(Q)$ coupling $h$ to a bright state $B$, times the dark-bright element of $M^{\rm na}$ ($Q^2$ in a layer, $Q^3\ln Q$ in a chain), contributes at the same order. So does the third-order term $|h|^2M^{\rm na}_{BB}/(E_\lambda-E_B)^2$, which needs no second moment at all. In bulk, without $h$, the element is divided by the background of Eq.~(\ref{jump}), which depends on $\hat{\mathbf Q}$ in an anisotropic crystal. An $O(Q)$ coupling $h$ to bright states, whose energies depend on $\hat{\mathbf Q}$, adds a $Q^2$ term that is in general not a quadratic form either, even when the second moments vanish.

\section{Numbers}

Q: The claim that $\mathbf G\neq0$ terms are harmless rests on an argument. Has it been tried without reciprocal space?

A: Yes; the values are in the numerical output below. Unit dipoles and linear quadrupoles ($\mathsf q_{uu}=2$) of point charges were summed in real space on lattices with $a=1$, and the coefficients fitted. The chain gives $-2$, $0$, $1$ for dipoles at $0^\circ$, $54.74^\circ$, $90^\circ$. A quadrupole at $45^\circ$ has $\mathsf q_{xx}=\mathsf q_{11}=\mathsf q_{x1}=1$, and Eq.~(\ref{dark1}) gives $-2(\tfrac1{16}-\tfrac12+\tfrac1{32})=0.8125$, as found. The square lattice gives slopes $\pm6.2832$, $3.1416$ and $0$, and the quadrupole $Q^3$ coefficient $6.2818$, which differs from $2\pi$ by less than $3\times10^{-4}$ of $2\pi$. The cubic lattice gives jumps, measured from the transverse direction, of $12.5663$, $9.4247$ and $6.2831$ against $4\pi\cos^2\theta$. For the bulk quadrupole the mirror planes restrict the analytic $Q^2$ term to $c_1\cos^2\theta+c_2\sin^2\theta$, which cancels in the value at $45^\circ$ minus the mean of $0^\circ$ and $90^\circ$, leaving $4\pi(\tfrac14-\tfrac12)=-3.1416$, as found. A full two-band Bethe-Salpeter calculation for a Rice-Mele chain with round parameters and $a=1$ tests Eqs.~(\ref{bloch}) and (\ref{one}), with the spin factors 2 and 0 of the exchange supplied as input: $|d|^2=0.03212$ bohr$^2$ predicts $-2\cdot2|d|^2=-0.1285$ Ha bohr$^2$, the singlet fit gives $-0.12847$, and the triplet gives zero to five decimals. With 60 $k$-points $W$ is cut at 30 cells. The cut acts on the electron-hole separation, not on the sum over $\mathbf R$, and the bound state does not reach it: with 300 $k$-points and a cut at 150 cells the triplet energy is unchanged to ten decimals, and a fit at $Q$ from $0.04$ to $0.3$ bohr$^{-1}$, above $2\pi/300$, again gives zero. In this model $W$ couples site densities, so $Q$ enters the direct term through the Bloch amplitudes alone, and the zero tests a kernel of that form only.

Q: And for a real transition density?

A: Take trans-butadiene at a chosen geometry in CIS/6-31G, which is the Tamm-Dancoff problem with Hartree-Fock energies and bare $W$; it lacks correlation, double excitations and diffuse functions. The bright $B_u$ state lies at $0.25232$ Ha ($6.87$ eV) with $\mu^2=7.2711$ bohr$^2$, the lowest $A_g$ singlet at $0.34326$ Ha. These values are not converged in the basis, and the digits below serve to compare formula with diagonalisation. In 6-31+G* the bright state lies at $0.2323$ Ha ($6.32$ eV) with $\mu^2=6.88$ bohr$^2$ and the lowest $A_g$ singlet at $0.2783$ Ha; of the quantities computed below, $\epsilon_b$ goes from $1.101$ to $1.137$, the bulk jump from $0.0203$ to $0.0186$ Ha, the layer slope from $0.178$ to $0.169$ Ha bohr, the dark $Q^3$ coefficient from $0.526$ to $0.169$ Ha bohr$^3$, and the time-dependent Hartree-Fock energy from $0.2371$ to $0.2215$ Ha. The molecules are placed on a hypothetical chain, square or cubic lattice with $a=16$ bohr. The isolated-molecule matrix stands in for $H_{\rm sr}(0)$, so the $Q$-independent intermolecular couplings are left out. They would shift the levels and also mix them, which changes the dipoles and the jump; the energies below illustrate the formulas and do not predict those of such a crystal. The $\mathbf G=0$ term of Eq.~(\ref{master}) is built from the unexpanded $\rho_\lambda(\mathbf q)$, with its $Q=0$ value subtracted in the layer and chain, and diagonalised among 495 states in bulk and 60 otherwise.

In bulk with $\mathbf Q\parallel\boldsymbol\mu$, $4\pi\times7.2711/4096=0.022307$ Ha, and division by $\epsilon_b=1.1007$ gives $0.020266$ Ha $=0.55$ eV, equal to the diagonalised jump. At $45^\circ$ the bare value halves to $0.011154$ Ha, but $\epsilon_b=1.1113$ and the jump is $0.010037$ Ha $=0.27$ eV, a fraction $0.495$ of the first, because the background in Eq.~(\ref{jump}) depends on direction and on $\omega$. At $45^\circ$ on the other side of $\boldsymbol\mu$ in the molecular plane, $\epsilon_b=1.1005$, the jump is $0.010135$ Ha and the fraction $0.500$; in 6-31+G* the two fractions are $0.501$ and $0.510$. At $90^\circ$ the shift is at rounding level. There the dark diagonal element at $Q=0.001$ bohr$^{-1}$ is $(\pi/4096)(1.5738)^2\times10^{-6}=1.9\times10^{-9}$ Ha, while the eigenvalue moves by $1.6\times10^{-9}$ Ha; the added matrix has rank one at finite $Q$ as well, so Eq.~(\ref{jump}) applies with $\rho/Q$ for $a$, and the dark term is also divided by a background.

In the layer $2\pi\times7.2711/256=0.17846$ Ha bohr $=2.57$ eV \AA. The fitted slopes are $+0.17846$, $0$, $-0.17846$ and $0$ Ha bohr for the longitudinal, transverse, normal and tilted cases, with no trace of a background factor. At $Q=0.02$ bohr$^{-1}$ the longitudinal term is $97$ meV. In the chain $-2\times7.2711/16=-0.9089$ Ha bohr$^2=-6.93$ eV \AA$^2$ for the axial dipole and $+0.4544$ Ha bohr$^2$ for the transverse one; with $\ln(Qa)=-1.1394$ the terms are $+11.3$ and $-5.6$ meV. A logarithm of order one does not dominate an analytic $Q^2$ term, which is not computed here, so these two energies are not the dispersion.

The dark eigenvalue shows no $Q$ or $Q^2\ln Q$ term to five decimals. Its diagonal elements follow from the second moments: $(\pi/512)(-0.1180+9.3795)^2=0.5263$ Ha bohr$^3$ in the flat layer, and $-\tfrac18(25.540-0.120+0.089)=-3.189$ Ha bohr$^4$ in the chain along $\boldsymbol\mu$, both matching the fits. At $Q=0.02$ bohr$^{-1}$ each is about $10^{-3}$ of the corresponding bright term.

In time-dependent Hartree-Fock the bright state has $\omega=0.23709$ Ha and $\mu^2=5.8092$ bohr$^2$. The layer slope is $2\pi\times5.8092/256=0.14258$ Ha bohr. The bulk value $g\mu^2=0.01782$ Ha falls to $0.01720$ Ha when Eq.~(\ref{full}) is solved with this state alone, $\omega_L^2=\omega^2+2\omega g\mu^2$, and to $0.015402$ Ha $=0.42$ eV with all states.

Q: Taken literally, does the limit $Q\to0$ describe a physical excitation?

A: In general not inside the light cone, $Q<\omega/c$. The instantaneous interaction omits the transverse field, which matters when $Q$ is comparable to $\omega/c$, here $0.00184$ bohr$^{-1}$. The laws need $Q\gg\omega/c$, in bulk with $\omega/c$ multiplied by the refractive index of the background, and $Q$ small against $1/a$ and against the inverse extent of $n_\lambda$; the linear law of a layer also needs its $O(Q)$ background term to be small, which in a strongly polarisable layer is stricter than $Qa\ll1$. One exception is a purely longitudinal bulk mode, as in the cubic crystal: its polarisation is parallel to $\mathbf Q$, it drives no transverse field, and its energy survives as $Q\to0$. In the butadiene lattice no symmetry makes $\boldsymbol\mu$ a principal axis of the background, so the mode is not purely longitudinal, although for $\mathbf Q\parallel\boldsymbol\mu$ the transverse part of its polarisation is only $0.6\%$ of the longitudinal part. The momentum $0.02$ bohr$^{-1}$ is eleven times $\omega/c$, with $Qa=0.32$. The bulk diagonalisation at $0.001$ bohr$^{-1}$ lies inside the light cone and tests the unretarded formula, not a measurable energy. Other assumptions mark further limits: where valence and conduction bands touch, the Wannier functions are in general not exponentially localised, with spin-orbit coupling the spin block changes and triplet-like states can acquire a transition density, and a substrate replaces the vacuum kernels used for the layer and the chain.

\section*{Table of computed values}
\begin{verbatim}
Point-charge lattices, a=1, unit dipole (dimensionless): sum | formula
1D dipole 0.00 deg, Q^2lnQ: -2.0000 | -2.0000
1D dipole 54.74 deg, Q^2lnQ: 0.0000 | -0.0000
1D dipole 90.00 deg, Q^2lnQ: 1.0000 | 1.0000
1D quadrupole 0 deg, Q^4lnQ: -2.0000 | -2.0000
1D quadrupole 45 deg, Q^4lnQ: 0.8125 | 0.8125
1D quadrupole 90 deg, Q^4lnQ: -0.7500 | -0.7500
2D dipole x, Q along x, slope: 6.2832 | 6.2832
2D dipole y, Q along x, slope: 0.0000 | 0.0000
2D dipole z, Q along x, slope: -6.2832 | -6.2832
2D dipole xy, Q along x, slope: 3.1416 | 3.1416
2D dipole xz, Q along x, slope: -0.0000 | 0.0000
2D quadrupole x: slope -0.0000, Q^3: 6.2818 | 6.2832
3D dipole jump, Q at 0 deg: 12.5663 | 12.5664
3D dipole jump, Q at 30 deg: 9.4247 | 9.4248
3D dipole jump, Q at 45 deg: 6.2831 | 6.2832
3D quadrupole: jump -0.0000, non-quadratic Q^2 part -3.1416 | -3.1416
Chain (a.u.): Delta=1.0, t1=-1.0, t2=-0.5, b=0.5, Nk=60, W=V/2
Chain singlet E(0)=1.77232 Ha, |d|^2=0.03212 bohr^2
Chain Q^2lnQ: singlet -0.12847 | -0.12847, triplet -0.00000 Ha bohr^2
Butadiene: C=C 1.34, C-C 1.46, C-H 1.09 Angstrom; CCC 124.0, terminal CCH 121.0 deg
a=16.0 bohr, area=256.0 bohr^2, volume=4096.0 bohr^3, pairs=495, mixed states 1D/2D=60
Bright Bu: E=0.25232 Ha = 6.866 eV, |mu|=2.6965 bohr, mu^2=7.2711 bohr^2
Dark Ag: E=0.34326 Ha = 9.341 eV
Dark q (frame mu,t,z): mm -9.3795 tt 1.5738 zz -0.1180 mt 0.4893 bohr^2
omega/c of bright state = 0.00184 1/bohr
3D 0 deg: bare 0.022307 Ha, eps_b 1.1007, root 0.020266 Ha
   diagonalised jump 0.020266 Ha = 0.5515 eV
3D 45 deg: bare 0.011154 Ha, eps_b 1.1113, root 0.010037 Ha
   diagonalised jump 0.010037 Ha = 0.2731 eV
3D 90 deg: shift 5.6e-17 Ha; dark shift 1.6e-09 Ha at Q=0.001 1/bohr
2D flat, Q||mu: slope 0.17846 | 0.17846, dark 0.00000 Ha bohr
   dark diagonal Q^3: 0.526321 | 0.526307 Ha bohr^3
2D flat, Q perp mu: slope -0.00000 | -0.00000, dark -0.00000 Ha bohr
2D mu normal: slope -0.17846 | -0.17846, dark -0.00000 Ha bohr
2D mu tilted 45: slope -0.00000 | 0.00000, dark -0.00000 Ha bohr
2D longitudinal slope = 2.5697 eV Angstrom; at Q=0.02 1/bohr: 97.12 meV
1D axis||mu: Q^2ln(Qa) -0.90888 | -0.90888, dark -0.00000 Ha bohr^2
   = -6.9256 eV Angstrom^2; term at Q=0.02 1/bohr: 11.27 meV
   dark diagonal Q^4ln(Qa): -3.18870 | -3.18869 Ha bohr^4
1D axis perp mu: Q^2ln(Qa) 0.45444 | 0.45444, dark 0.00000 Ha bohr^2
   = 3.4628 eV Angstrom^2; term at Q=0.02 1/bohr: -5.64 meV
ln(Qa) at Q=0.02 1/bohr: -1.1394; magic angle 54.74 deg
TDHF bright: E=0.23709 Ha, mu^2=5.8092 bohr^2
TDHF 3D jump 0.015402 | 0.015402 Ha = 0.4191 eV
TDHF 2D slope 0.14258 | 0.14258 Ha bohr
\end{verbatim}
